# Energy release rate of a pressurized circular blister from its volume compliance: a numerical check

```python
# Result under test: a clamped circular plate (radius a, bending stiffness D)
# lifted by uniform pressure p releases G = p^2 a^4 / (128 D) per unit new area.
# w: deflection, V: volume under plate, C = V/p: compliance, A = pi a^2: area.
# All quantities are in SI units unless a printed label says otherwise.
import numpy as np
import sympy as sp
from scipy.integrate import quad, solve_bvp

# Rough typical inputs: silicon wafer bonded through a low-k film
h, E, nu = 775e-6, 150e9, 0.20
a, p = 30e-3, 50e3
film_t, film_E, film_stress = 0.5e-6, 8e9, 50e6
toughness = 4.0
D = E * h**3 / (12 * (1 - nu**2))


def plate_solution(radius, foundation=0.0, outer=0.0, tension=0.0):
    """Axisymmetric Hermite finite elements, unit pressure on r < radius.
    Optional bonded ring of width outer on an elastic foundation."""
    nodes = np.linspace(0, radius, 61)
    if outer > 0:
        ring = np.linspace(radius, radius + outer, 61)[1:]
        nodes = np.concatenate([nodes, ring])
    size = 2 * len(nodes)
    K, load = np.zeros((size, size)), np.zeros(size)
    points, weights = np.polynomial.legendre.leggauss(5)
    for e in range(len(nodes) - 1):
        L = nodes[e + 1] - nodes[e]
        dofs = np.arange(2 * e, 2 * e + 4)
        for x, wt in zip(points, weights):
            s = (1 + x) / 2
            r = nodes[e] + s * L
            N = np.array([1 - 3*s**2 + 2*s**3, L*(s - 2*s**2 + s**3),
                          3*s**2 - 2*s**3, L*(s**3 - s**2)])
            N1 = np.array([-6*s + 6*s**2, L*(1 - 4*s + 3*s**2),
                           6*s - 6*s**2, L*(3*s**2 - 2*s)]) / L
            N2 = np.array([-6 + 12*s, L*(-4 + 6*s),
                           6 - 12*s, L*(6*s - 2)]) / L**2
            ring_area = 2 * np.pi * r * wt * L / 2
            cross = np.outer(N2, N1)
            k_el = D * (np.outer(N2, N2) + np.outer(N1, N1) / r**2
                        + nu * (cross + cross.T) / r)
            k_el = k_el + tension * np.outer(N1, N1)
            if r > radius:
                k_el = k_el + foundation * np.outer(N, N)
            else:
                load[dofs] += ring_area * N
            K[np.ix_(dofs, dofs)] += ring_area * k_el
    free = np.array([i for i in range(size) if i not in (1, size-2, size-1)])
    Kf = K[np.ix_(free, free)]
    scale = 1 / np.sqrt(np.diag(Kf))
    v = np.zeros(size)
    v[free] = scale * np.linalg.solve(Kf * np.outer(scale, scale),
                                      scale * load[free])
    return nodes, v, load @ v


def compliance(radius, **options):
    return plate_solution(radius, **options)[2]


def release_fixed_pressure(comp, radius, pressure):
    lo, hi = radius * 0.999, radius * 1.001
    return pressure**2/2 * (comp(hi) - comp(lo)) / (np.pi * (hi**2 - lo**2))


def release_fixed_volume(comp, radius, volume):
    lo, hi = radius * 0.999, radius * 1.001
    change = volume**2 / 2 * (1 / comp(hi) - 1 / comp(lo))
    return -change / (np.pi * (hi**2 - lo**2))


# Derived formulas
G = p**2 * a**4 / (128 * D)
w0 = p * a**4 / (64 * D)
C = np.pi * a**6 / (192 * D)
V = p * C
U = p * V / 2
M_edge = p * a**2 / 8
p_crit = np.sqrt(128 * D * toughness) / a**2

# Deflection, compliance and edge moment against finite elements
nodes, v, C_fe = plate_solution(a)
w_formula = p * (a**2 - nodes**2)**2 / (64 * D)
assert np.max(np.abs(p * v[0::2] - w_formula)) < 1e-5 * w0
assert abs(C_fe / C - 1) < 1e-5
L_last = nodes[-1] - nodes[-2]
curv_edge = p * (6 * v[-4] / L_last**2 + 2 * v[-3] / L_last)
assert abs(D * curv_edge / M_edge - 1) < 1e-3
assert abs(D * curv_edge**2 / 2 / G - 1) < 2e-3

# Stored energy from the curvatures of the deflected plate
def energy_density(r):
    k_r = -p * (a**2 - 3 * r**2) / (16 * D)
    k_t = -p * (a**2 - r**2) / (16 * D)
    return np.pi * r * D * (k_r**2 + k_t**2 + 2 * nu * k_r * k_t)
U_quad = quad(energy_density, 0, a, epsabs=0, epsrel=1e-10)[0]
assert abs(U_quad / U - 1) < 1e-8

# Release rate at fixed pressure and at fixed volume, and growth laws
G_p = release_fixed_pressure(compliance, a, p)
G_V = release_fixed_volume(compliance, a, V)
assert abs(G_p / G - 1) < 1e-4
assert abs(G_V / G - 1) < 1e-4
grow_p = release_fixed_pressure(compliance, 1.1 * a, p) / G_p
grow_V = release_fixed_volume(compliance, 1.1 * a, V) / G_V
assert abs(grow_p / 1.1**4 - 1) < 1e-4
assert abs(grow_V / 1.1**-8 - 1) < 1e-4
G_at_crit = release_fixed_pressure(compliance, a, p_crit)
assert abs(G_at_crit / toughness - 1) < 1e-4

# Neglected effect 1: the clamp yields (bonded part on elastic foundation)
k_found = 1 / (h / (2 * E) + film_t / film_E)
ell = (4 * D / k_found)**0.25
G_root = release_fixed_pressure(
    lambda x: compliance(x, foundation=k_found, outer=12 * ell), a, p)
root_effect = G_root / G_p - 1
assert abs(root_effect - 5 * ell / a) < 0.01  # second order in ell/a remains

# Neglected effect 2: stretching at finite deflection (von Karman plate)
# Unknowns: slope/rho, its derivative, scaled radial force, its derivative
gx, gw = np.polynomial.legendre.leggauss(20)
rho_q, w_q = (1 + gx) / 2, gw / 2
singular = np.diag([0.0, -3.0, 0.0, -3.0])


def von_karman(P):
    def rhs(x, y):
        return np.vstack([y[1], y[2] * y[0] + P / 2,
                          y[3], -6 * (1 - nu**2) * y[0]**2])
    def edge(y0, y1):
        return np.array([y0[1], y0[3], y1[0], y1[3] + (1 - nu) * y1[2]])
    x = np.linspace(0, 1, 41)
    guess = np.vstack([-P*(1 - x**2)/16, P*x/8, 0*x, 0*x])
    sol = solve_bvp(rhs, edge, x, guess, S=singular, tol=1e-7,
                    max_nodes=5000)
    assert sol.success
    f = sol.sol(rho_q)[0]
    end = sol.sol(1.0)
    volume = -np.sum(w_q * rho_q**3 * f)
    centre = -np.sum(w_q * rho_q * f)
    return volume, centre, end[1]**2 / 2 + end[2]**2 / 24


P = p * a**4 / (D * h)
vol_nl, centre_nl, edge_nl = von_karman(P)
px, pw = np.polynomial.legendre.leggauss(6)
F = sum(wt * P / 2 * von_karman(P * (1 + x) / 2)[0] for x, wt in zip(px, pw))
G_nl = D * h**2 / (2 * a**4) * (4 * P * vol_nl - 2 * F)
assert abs(G_nl / (D * h**2 / a**4 * edge_nl) - 1) < 1e-4
assert abs(von_karman(0.01)[0] / (0.01 / 192) - 1) < 1e-4
stretch_effect = G_nl / G - 1

# Neglected effect 3: transverse shear, factor 5/6 for a solid section
shear_stiffness = 5 / 6 * E / (2 * (1 + nu)) * h
def shear_compliance(radius):
    return quad(lambda r: np.pi * r**2 * r / (2 * shear_stiffness),
                0, radius, epsabs=0, epsrel=1e-11)[0]
shear_effect = release_fixed_pressure(shear_compliance, a, p) / G

# Neglected effect 4: tensile force carried by the attached film
film_force = film_stress * film_t
G_tension = release_fixed_pressure(
    lambda x: compliance(x, tension=film_force), a, p)
tension_effect = G_tension / G_p - 1

# Neglected effect 5: cubic anisotropy of a (100) silicon wafer (rough values)
c11, c12, c44 = 166e9, 64e9, 80e9
q11, q12, q66 = c11 - c12**2 / c11, c12 - c12**2 / c11, c44
q_eff = (6 * q11 + 2 * (q12 + 2 * q66)) / 8
X, Y, R, S1, S3 = sp.symbols('X Y R S1 S3')
shape = (R**2 - X**2 - Y**2)**2
operator = (S1 * (sp.diff(shape, X, 4) + sp.diff(shape, Y, 4))
            + 2 * S3 * sp.diff(shape, X, 2, Y, 2))
assert sp.expand(operator - 64 * (6 * S1 + 2 * S3) / 8) == 0
angle = np.linspace(0, 2 * np.pi, 720, endpoint=False)
co, si = np.cos(angle), np.sin(angle)
q_normal = q11 * (co**4 + si**4) + 2 * (q12 + 2 * q66) * co**2 * si**2
assert abs(q_normal.mean() / q_eff - 1) < 1e-10
local = q_normal / q_eff

print(f"wafer thickness h = {h*1e6:.0f} um")
print(f"Young modulus E = {E/1e9:.0f} GPa, Poisson ratio = {nu:.2f}")
print(f"blister radius a = {a*1e3:.0f} mm, a/h = {a/h:.1f}")
print(f"pressure p = {p/1e3:.0f} kPa")
print(f"film thickness = {film_t*1e6:.1f} um")
print(f"film modulus = {film_E/1e9:.0f} GPa")
print(f"film tensile stress = {film_stress/1e6:.0f} MPa")
print(f"interface toughness (rough) = {toughness:.1f} J/m^2")
print(f"bending stiffness D = {D:.3f} N m")
print(f"centre deflection w0 = {w0*1e6:.1f} um, w0/h = {w0/h:.3f}")
print(f"blister volume V = {V*1e9:.1f} mm^3")
print(f"compliance C = {C*1e12:.3f} mm^3/kPa")
print(f"stored energy U = {U*1e3:.3f} mJ")
print(f"stored energy by quadrature = {U_quad*1e3:.3f} mJ")
print(f"release rate G, formula = {G:.4f} J/m^2")
print(f"G, finite elements, fixed p = {G_p:.4f} J/m^2")
print(f"G, finite elements, fixed V = {G_V:.4f} J/m^2")
print(f"edge moment = {M_edge:.3f} N (N m per m)")
print(f"edge bending stress = {6*M_edge/h**2/1e6:.1f} MPa")
print(f"critical pressure = {p_crit/1e3:.1f} kPa")
print(f"w0/h at critical pressure = {w0/h*p_crit/p:.3f}")
print(f"G ratio, radius +10 %, fixed p = {grow_p:.3f}")
print(f"G ratio, radius +10 %, fixed V = {grow_V:.3f}")
print(f"foundation decay length = {ell*1e3:.3f} mm")
print(f"yielding clamp, 5 ell/a = {500*ell/a:+.1f} % of G")
print(f"yielding clamp, computed = {100*root_effect:+.1f} % of G")
print(f"stretching = {100*stretch_effect:+.2f} % of G")
print(f"w0/h with stretching = {centre_nl:.4f}")
print(f"transverse shear = {100*shear_effect:+.2f} % of G")
print(f"film tension = {100*tension_effect:+.3f} % of G")
print(f"isotropic E/(1-nu^2) = {E/(1-nu**2)/1e9:.1f} GPa")
print(f"crystal average of same modulus = {q_eff/1e9:.1f} GPa")
print(f"local G / mean G, lowest (<100>) = {local.min():.3f}")
print(f"local G / mean G, highest (<110>) = {local.max():.3f}")
print("OK")
```

It prints:

```
wafer thickness h = 775 um
Young modulus E = 150 GPa, Poisson ratio = 0.20
blister radius a = 30 mm, a/h = 38.7
pressure p = 50 kPa
film thickness = 0.5 um
film modulus = 8 GPa
film tensile stress = 50 MPa
interface toughness (rough) = 4.0 J/m^2
bending stiffness D = 6.061 N m
centre deflection w0 = 104.4 um, w0/h = 0.135
blister volume V = 98.4 mm^3
compliance C = 1.968 mm^3/kPa
stored energy U = 2.460 mJ
stored energy by quadrature = 2.460 mJ
release rate G, formula = 2.6102 J/m^2
G, finite elements, fixed p = 2.6102 J/m^2
G, finite elements, fixed V = 2.6102 J/m^2
edge moment = 5.625 N (N m per m)
edge bending stress = 56.2 MPa
critical pressure = 61.9 kPa
w0/h at critical pressure = 0.167
G ratio, radius +10 %, fixed p = 1.464
G ratio, radius +10 %, fixed V = 0.467
foundation decay length = 0.503 mm
yielding clamp, 5 ell/a = +8.4 % of G
yielding clamp, computed = +8.7 % of G
stretching = -0.93 % of G
w0/h with stretching = 0.1335
transverse shear = +0.27 % of G
film tension = -0.031 % of G
isotropic E/(1-nu^2) = 156.2 GPa
crystal average of same modulus = 155.8 GPa
local G / mean G, lowest (<100>) = 0.907
local G / mean G, highest (<110>) = 1.093
OK
```
